**Characters as a complete basis of class functions**

For a finite group of order |G|, the program tests that the number of complex irreps equals the number of conjugacy classes, and that Σ_α χ_α(C)* χ_α(C') = (|G|/|C|) δ_CC'. Here χ_α is the character of irrep α and |C| is the size of class C. The irreps of C3v, the quaternion group, T and Td are extracted numerically from the regular representation, while classes and commuting elements are counted directly from the multiplication table. The program asserts irreducibility, orthogonality of matrix elements, completeness on class functions and the column relation. For T it also shows that the complex conjugate is needed, and that over the real numbers there are three irreps for four classes. In a 24-site model cluster with Td symmetry, the mean level energy of each irrep agrees with the formula built from class-averaged hoppings. The column relation recovers all five class averages from the spectrum, including −0.6517 eV for the reflections.

## Numerical check

```python
# Result under test: for a finite group G the complex irreducible characters
# chi_a form a basis of the class functions, so that the number of irreps equals
# the number of conjugacy classes, and
#     sum_a conj(chi_a(C)) chi_a(C') = |G|/|C| delta(C, C').
# |G| is the group order, |C| a class size, d_a the dimension of irrep a.
# Application: 24 orbitals on a general orbit of Td with hopping t(s). The mean
# level energy of irrep a is E_a = (1/d_a) sum_C |C| chi_a(C) t_C, where t_C is
# the class mean of t, and t_C = (1/|G|) sum_a d_a conj(chi_a(C)) E_a.
import numpy as np
from scipy.constants import physical_constants

rng = np.random.default_rng(7)


def generate_group(generators):
    elements = [np.eye(len(generators[0]), dtype=complex)]
    for a in elements:  # the list grows until it is closed
        for g in generators:
            p = a @ g
            if not any(np.allclose(p, e) for e in elements):
                elements.append(p)
    return np.array(elements)


def multiplication_table(elements):
    products = np.einsum('aij,bjk->abik', elements, elements)
    distance = np.abs(products[:, :, None] - elements).max(axis=(3, 4))
    assert distance.min(axis=2).max() < 1e-10
    mult = distance.argmin(axis=2)
    return mult, np.argmax(mult == 0, axis=1)


def conjugacy_classes(mult, inv):
    n = len(mult)
    label = -np.ones(n, dtype=int)
    count = 0
    for g in range(n):
        if label[g] < 0:
            for x in range(n):
                label[mult[mult[x, g], inv[x]]] = count
            count += 1
    return label, count


def eigenspaces(hamiltonian, tol=1e-6):
    energy, vec = np.linalg.eigh(hamiltonian)
    cuts = np.where(np.diff(energy) > tol)[0] + 1
    return [(energy[i].mean(), vec[:, i])
            for i in np.split(np.arange(len(energy)), cuts)]


def matrices_on(space, mult, inv):
    # left multiplication |x> -> |gx| restricted to an invariant subspace
    return np.array([space.conj().T @ space[mult[inv[g]]]
                     for g in range(len(mult))])


def find_representations(mult, inv, real=False):
    # Eigenspaces of a random Hermitian matrix commuting with left multiplication
    n = len(mult)
    c = rng.normal(size=n) + (0 if real else 1j * rng.normal(size=n))
    c = (c + c[inv].conj()) / 2
    found = []
    for _, space in eigenspaces(c[mult[inv]].T):
        rep = matrices_on(space, mult, inv)
        chi = np.trace(rep, axis1=1, axis2=2)
        if not any(np.allclose(chi, old[1], atol=1e-7) for old in found):
            found.append((rep, chi))
    return found


def analyse(name, generators):
    elements = generate_group(generators)
    mult, inv = multiplication_table(elements)
    label, k = conjugacy_classes(mult, inv)
    n = len(mult)
    sizes = np.bincount(label)
    first = np.array([np.argmax(label == c) for c in range(k)])
    irreps = find_representations(mult, inv)
    f_any = rng.normal(size=n) + 1j * rng.normal(size=n)
    f_mean = np.array([f_any[label == c].mean() for c in range(k)])
    f_class = f_mean[label]
    for a, (rep, chi) in enumerate(irreps):
        d = rep.shape[1]
        one = np.eye(d)
        # homomorphism, and irreducibility: the matrices span all d x d matrices
        products = np.einsum('aij,bjk->abik', rep, rep)
        assert np.allclose(products, rep[mult], atol=1e-8)
        assert np.linalg.matrix_rank(rep.reshape(n, d * d), tol=1e-6) == d * d
        assert np.allclose(chi, chi[first][label], atol=1e-8)
        # orthogonality of matrix elements
        for b, (other, _) in enumerate(irreps):
            overlap = np.einsum('gij,gkl->ijkl', rep.conj(), other) / n
            target = np.einsum('ik,jl->ijkl', one, one) / d if a == b else 0
            assert np.allclose(overlap, target, atol=1e-8)
        # a class function gives a multiple of one, a general function does not
        operator = np.einsum('g,gij->ij', f_class.conj(), rep)
        scalar = n / d * np.mean(f_class.conj() * chi)
        assert np.allclose(operator, scalar * one, atol=1e-8)
        if d > 1:
            general = np.einsum('g,gij->ij', f_any.conj(), rep)
            rest = general - np.trace(general) / d * one
            assert np.abs(rest).max() > 1e-3
    # completeness: the expansion returns f, or its class average
    for f in (f_class, f_any):
        rebuilt = sum(np.mean(chi.conj() * f) * chi for _, chi in irreps)
        assert np.allclose(rebuilt, f_class, atol=1e-8)
    assert len(irreps) == k
    table = np.array([chi[first] for _, chi in irreps])
    centralizer = np.array([np.sum(mult[g] == mult[:, g]) for g in first])
    assert np.array_equal(centralizer * sizes, np.full(k, n))
    columns = table.conj().T @ table
    error = np.abs(columns - np.diag(centralizer)).max()
    assert error < 1e-8
    dims = sorted(rep.shape[1] for rep, _ in irreps)
    assert sum(d * d for d in dims) == n
    print(f"{name}: order {n}, classes {k}, irreps {len(irreps)}, dims {dims}")
    return dict(elements=elements, mult=mult, inv=inv, label=label, sizes=sizes,
                first=first, irreps=irreps, table=table, columns=columns)


cycle = np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0]])
swap = np.array([[0, 1, 0], [1, 0, 0], [0, 0, 1]])
s4_z = np.array([[0, 1, 0], [-1, 0, 0], [0, 0, -1]])
i_sigma_x = np.array([[0, 1j], [1j, 0]])
i_sigma_y = np.array([[0, 1], [-1, 0]])
analyse("C3v", [cycle, swap])
analyse("Quaternion group", [i_sigma_x, i_sigma_y])
tet = analyse("T", [np.diag([-1, -1, 1]), cycle])
td = analyse("Td", [s4_z, cycle])

# Group T: role of the complex conjugate and of complex scalars
c3_class = tet['label'][np.argmax([np.allclose(e, cycle) for e in tet['elements']])]
column = tet['table'][:, c3_class]
with_conj = np.sum(column.conj() * column).real
without_conj = np.sum(column * column)
assert abs(with_conj - 3) < 1e-8 and abs(without_conj) < 1e-8
real_count = len(find_representations(tet['mult'], tet['inv'], real=True))
assert real_count == 3 and len(tet['sizes']) == 4
print(f"T, C3 column with itself, with conjugate: {with_conj:.3f}")
print(f"T, C3 column with itself, no conjugate: {abs(without_conj):.3f}")
print(f"T, number of irreps over the real numbers: {real_count}")

# Names of classes and irreps of Td from traces and determinants
class_names = {(3, 1): 'E', (0, 1): 'C3', (-1, 1): 'C2',
               (-1, -1): 'S4', (1, -1): 'sigma_d'}
names = []
for g in td['first']:
    m = td['elements'][g].real
    names.append(class_names[(round(np.trace(m)), round(np.linalg.det(m)))])
order = [names.index(c) for c in ('E', 'C3', 'C2', 'S4', 'sigma_d')]
names = [names[c] for c in order]
sizes = td['sizes'][order]
table = td['table'][:, order]
irrep_names = []
for row in table:
    d, mirror = round(row[0].real), row[4].real
    irrep_names.append({1: 'A1' if mirror > 0 else 'A2', 2: 'E',
                        3: 'T2' if mirror > 0 else 'T1'}[d])
rows = [irrep_names.index(a) for a in ('A1', 'A2', 'E', 'T1', 'T2')]
irrep_names = [irrep_names[a] for a in rows]
table = table[rows]
characters = [td['irreps'][a][1] for a in rows]
dims = np.rint(table[:, 0].real).astype(int)
print("Td classes (size):", ", ".join(f"{c} ({s})" for c, s in zip(names, sizes)))
for a, row in zip(irrep_names, table):
    shown = np.round(row.real, 6) + 0.0
    print(f"Td characters {a}:", " ".join(f"{x:.0f}" for x in shown))
column_sums = np.diag(td['columns'].real)[order]
print("Td column sums of |chi|^2:", " ".join(f"{x:.0f}" for x in column_sums))
mixed = td['columns'][order[3], order[4]]
print(f"Td column product S4 with sigma_d: {abs(mixed):.3f}")

# Model cluster: Hamiltonian from site distances only
r0 = np.array([0.5, 1.5, 3.0])        # angstrom
onsite, t0, d0, decay = -5.0, 2.5, 1.5, 0.5   # eV, eV, angstrom, angstrom


def coupling(distance):
    return np.where(distance < 1e-9, onsite, -t0 * np.exp(-(distance - d0) / decay))


sites = td['elements'].real @ r0
distances = np.linalg.norm(sites[:, None] - sites[None], axis=2)
n = len(sites)
nearest = distances[distances > 1e-9].min()
assert np.sum(distances < 1e-9) == n   # all sites are different
print("Reference site r0 (angstrom):", " ".join(f"{x:.1f}" for x in r0))
print(f"On-site energy {onsite:.1f} eV, hopping prefactor {-t0:.1f} eV")
print(f"Hopping reference distance {d0:.1f}, decay length {decay:.1f} angstrom")
print(f"Sites: {n}, shortest distance: {nearest:.3f} angstrom")

levels = {a: [] for a in irrep_names}
for energy, space in eigenspaces(coupling(distances)):
    chi = np.trace(matrices_on(space, td['mult'], td['inv']), axis1=1, axis2=2)
    match = [i for i, c in enumerate(characters) if np.allclose(chi, c, atol=1e-6)]
    assert len(match) == 1
    levels[irrep_names[match[0]]].append(energy)
    print(f"Level {energy:.4f} eV, degeneracy {space.shape[1]}, "
          f"irrep {irrep_names[match[0]]}")
assert [len(levels[a]) for a in irrep_names] == list(dims)

hopping = coupling(np.linalg.norm(sites - r0, axis=1))
members = [hopping[td['label'] == c] for c in order]
class_mean = np.array([m.mean() for m in members])
centroid = np.array([np.mean(levels[a]) for a in irrep_names])
predicted = (table @ (sizes * class_mean)).real / dims
assert np.allclose(centroid, predicted, atol=1e-8)
for a, e, p in zip(irrep_names, centroid, predicted):
    print(f"Mean energy {a}: from levels {e:.4f} eV, from class means {p:.4f} eV")

recovered = (table.conj().T @ (dims * centroid)).real / n
assert np.allclose(recovered, class_mean, atol=1e-8)
spread = max(np.ptp(m) for m in members)
assert spread > 0.1   # hoppings inside a class do differ
hartree = physical_constants['Hartree energy in eV'][0]
for c, m, direct, rec in zip(names, members, class_mean, recovered):
    print(f"Class {c}: t from {m.min():.4f} to {m.max():.4f} eV, "
          f"mean {direct:.4f} eV")
    print(f"  recovered from spectrum {rec:.4f} eV = {rec / hartree:.5f} hartree")
print("verified")
```

It prints:

```
C3v: order 6, classes 3, irreps 3, dims [1, 1, 2]
Quaternion group: order 8, classes 5, irreps 5, dims [1, 1, 1, 1, 2]
T: order 12, classes 4, irreps 4, dims [1, 1, 1, 3]
Td: order 24, classes 5, irreps 5, dims [1, 1, 2, 3, 3]
T, C3 column with itself, with conjugate: 3.000
T, C3 column with itself, no conjugate: 0.000
T, number of irreps over the real numbers: 3
Td classes (size): E (1), C3 (8), C2 (3), S4 (6), sigma_d (6)
Td characters A1: 1 1 1 1 1
Td characters A2: 1 1 1 -1 -1
Td characters E: 2 -1 2 0 0
Td characters T1: 3 0 -1 1 -1
Td characters T2: 3 0 -1 -1 1
Td column sums of |chi|^2: 24 3 8 4 4
Td column product S4 with sigma_d: 0.000
Reference site r0 (angstrom): 0.5 1.5 3.0
On-site energy -5.0 eV, hopping prefactor -2.5 eV
Hopping reference distance 1.5, decay length 0.5 angstrom
Sites: 24, shortest distance: 1.414 angstrom
Level -9.2420 eV, degeneracy 1, irrep A1
Level -8.8952 eV, degeneracy 3, irrep T2
Level -7.7921 eV, degeneracy 2, irrep E
Level -7.5832 eV, degeneracy 3, irrep T2
Level -7.2942 eV, degeneracy 3, irrep T1
Level -2.3322 eV, degeneracy 3, irrep T2
Level -2.2183 eV, degeneracy 3, irrep T1
Level -2.1563 eV, degeneracy 2, irrep E
Level -1.4962 eV, degeneracy 3, irrep T1
Level -1.4030 eV, degeneracy 1, irrep A2
Mean energy A1: from levels -9.2420 eV, from class means -9.2420 eV
Mean energy A2: from levels -1.4030 eV, from class means -1.4030 eV
Mean energy E: from levels -4.9742 eV, from class means -4.9742 eV
Mean energy T1: from levels -3.6696 eV, from class means -3.6696 eV
Mean energy T2: from levels -6.2702 eV, from class means -6.2702 eV
Class E: t from -5.0000 to -5.0000 eV, mean -5.0000 eV
  recovered from spectrum -5.0000 eV = -0.18375 hartree
Class C3: t from -0.1056 to -0.0005 eV, mean -0.0290 eV
  recovered from spectrum -0.0290 eV = -0.00107 hartree
Class C2: t from -0.0900 to -0.0001 eV, mean -0.0301 eV
  recovered from spectrum -0.0301 eV = -0.00111 hartree
Class S4: t from -0.0031 to -0.0001 eV, mean -0.0015 eV
  recovered from spectrum -0.0015 eV = -0.00006 hartree
Class sigma_d: t from -2.9679 to -0.0001 eV, mean -0.6517 eV
  recovered from spectrum -0.6517 eV = -0.02395 hartree
verified
```
